# Arithmetic Intensity and Index Reordering in CCSD Contractions

## The form of the answer

Consider a matrix product $C=AB$ with $A$ of size $M\times K$, $B$ of size $K\times N$ and $C$ of size $M\times N$. Each element of $C$ needs $K$ multiply-adds, and each multiply-add counts as two floating-point operations (flops). The work is

$$F=2MNK .$$

Each array lacks one of the three dimensions. If $A$ and $B$ each cross between memory and cache once and $C$ crosses $c$ times, the traffic in words, divided by $MNK$, is therefore a sum of reciprocals:

$$\frac{MK+KN+c\,MN}{MNK}=\frac1N+\frac1M+\frac cK .$$

Here $c=1$ if $C$ is overwritten and $c=2$ if it is read, incremented and written back. A real double-precision word has 8 bytes. The arithmetic intensity, in flop/byte, is thus

$$I=\frac{F}{Q}=\frac{1/4}{1/N+1/M+c/K},\qquad Q=8(MK+KN+c\,MN). \tag{1}$$

The smallest matrix dimension controls $I$ to within a factor of four, because the sum in the denominator lies between one and four times the reciprocal of that dimension.

Now suppose that $A$ must first be reordered, with each word read once and written once. This moves $16MK$ bytes. Let the processor have peak rate $P$ (flop/s) and memory bandwidth $W$ (byte/s). A ratio of times is dimensionless, so $P$ and $W$ can enter only through the balance $b=P/W$, in flop/byte, multiplied by the bytes per word. When arithmetic limits the product,

$$\frac{16MK/W}{2MNK/P}=\frac{8b}{N}. \tag{2}$$

Both dimensions of the reordered array have cancelled. What remains is the dimension that this array lacks.

## Three contractions and their layouts

Take closed-shell CCSD with $o$ occupied orbitals $i,j,k,l$ and $v$ virtual orbitals $a,b,c,d$, all spatial. (As an index, $b$ is a virtual orbital; elsewhere it is the machine balance.) Point-group and permutational symmetries are not exploited. Three representative contributions to the doubles residual are

$$\begin{aligned}
\text{particle ladder:}\quad & R_{ij}^{ab}\leftarrow\sum_{cd}(ac|bd)\,t_{ij}^{cd},\\
\text{ring:}\quad & R_{ij}^{ab}\leftarrow\sum_{kc}t_{ik}^{ac}\,W_{kbcj},\\
\text{hole ladder:}\quad & R_{ij}^{ab}\leftarrow\sum_{kl}W_{klij}\,t_{kl}^{ab}.
\end{aligned}$$

The $W$ arrays are intermediates, taken as given. These terms are not a complete CCSD iteration.

Arrays are stored with the last index running fastest. The amplitudes, stored as $[i,j,c,d]$, are already a matrix with row $ij$ and column $cd$. The integrals, stored as $[a,c,b,d]$, are not a matrix with row $ab$ and column $cd$. Their addresses and the required ones are

$$av^3+cv^2+bv+d\qquad\text{and}\qquad av^3+bv^2+cv+d .$$

The two differ by the exchange of $b$ and $c$, so one large matrix product requires a copy of $v^4$ words. The hole ladder needs no copy when $W$ is stored as $[k,l,i,j]$, because a transposed matrix can be passed to the multiplication directly.

For the ring, $t$ must go from $[i,k,a,c]$ to $[i,a,k,c]$, and $W$ from $[k,b,c,j]$ to $[k,c,b,j]$. The product comes out as $[i,a,b,j]$ and must be added into $[i,j,a,b]$. The first two steps move two words per element. The last moves three, since it reads the product, reads the residual and writes the residual.

## Leading intensity and its first correction

For the particle ladder, $M=K=v^2$, $N=o^2$ and $c=2$. Equation (1) gives

$$I_{\rm pp}=\frac{1/4}{1/o^2+3/v^2}=\frac{o^2}{4}\,\frac{1}{1+3o^2/v^2}
=\frac{o^2}{4}\left[1-\frac{3o^2}{v^2}+O\!\left(\frac{o^4}{v^4}\right)\right]. \tag{3}$$

The leading term has a direct meaning: each 8-byte integral, once loaded, serves $o^2$ multiply-adds, or $2o^2$ flops. The correction is the cost of reading $t$, reading $R$ and writing $R$.

For the ring, $M=N=K=ov$ and $c=1$, because the product goes to a temporary array. Then

$$I_{\rm ring}=\frac{1/4}{3/(ov)}=\frac{ov}{12}. \tag{4}$$

For the hole ladder, $M=K=o^2$, $N=v^2$ and $c=2$. The reciprocals are $1/v^2+1/o^2+2/o^2$, so

$$I_{\rm hh}=\frac{1/4}{3/o^2+1/v^2}=\frac{o^2}{12}\left[1-\frac{o^2}{3v^2}+O\!\left(\frac{o^4}{v^4}\right)\right].$$

As long as one pass over each array suffices, a larger basis at fixed $o$ raises the ring intensity, but leaves both ladders limited by $o^2$.

## The correction from a finite cache

Equation (1) assumes that one pass over each array suffices. Let the cache hold $S$ words, and keep an $m\times n$ tile of $C$ in it while $K$ is traversed. Allowing two columns of $A$ and two rows of $B$ beside the tile requires

$$mn+2(m+n)\le S .$$

The matrix $A$ is read once for each column panel of $C$, and $B$ once for each row strip:

$$\frac Q8=MK\left\lceil\frac Nn\right\rceil+KN\left\lceil\frac Mm\right\rceil+c\,MN .$$

For the particle ladder with small $o$, choose $n=o^2$, so that the large integral array is read once. The traffic becomes

$$\frac Q8=v^4+o^2v^2\left\lceil\frac{v^2}{m}\right\rceil+2o^2v^2=v^4(1+\delta),\qquad
\delta=\frac{o^2}{v^2}\left(2+\left\lceil\frac{v^2}{m}\right\rceil\right), \tag{5}$$

and hence $I_{\rm pp}=(o^2/4)/(1+\delta)$. With one row strip, $\delta=3o^2/v^2$ and equation (3) returns. With many strips, $\lceil v^2/m\rceil\approx v^2/m$. If also $o^2\gg2$ and $S\gg2o^2$, then $m\approx S/o^2$, and

$$\delta\approx\frac{2o^2}{v^2}+\frac{o^4}{S}.$$

The second term survives as $v\to\infty$. The intensity $o^2/4$ therefore needs $o^4\ll S$ as well as $o\ll v$.

When all dimensions are large, $Q/(8MNK)\approx1/n+1/m$. At fixed $mn\approx S$ this sum is smallest for $m=n\approx\sqrt S$, where it equals $2/\sqrt S$. The intensity of this schedule then saturates at

$$I\approx\frac{2}{8\cdot 2/\sqrt S}=\frac{\sqrt S}{8}.$$

## When reordering dominates

Assume that arithmetic and data transfer overlap perfectly, so the multiplication takes the longer of $F/P$ and $Q/W$. Let $\rho$ be reordering time divided by multiplication time. For the particle ladder,

$$\rho_{\rm pp}=\frac{16v^4/W}{\max\left[2o^2v^4/P,\;8v^4(1+\delta)/W\right]}
=\min\left[\frac{8b}{o^2},\;\frac{2}{1+\delta}\right]. \tag{6}$$

The maximum in the denominator became a minimum because the numerator is positive. There are two regimes.

- If $o^2<4b(1+\delta)$, memory limits the multiplication. Then $\rho_{\rm pp}=2/(1+\delta)$, which is close to 2 when $\delta$ is small: copying an array moves twice as many words as reading it.
- If $o^2>4b(1+\delta)$, arithmetic limits it. Then $\rho_{\rm pp}=8b/o^2$, without a $\delta$ correction, because the extra transfers are hidden behind arithmetic.

For $\delta<1$, reordering takes longer than multiplication when

$$o<\sqrt{8b}. \tag{7}$$

This can be reconciled with the usual scaling. Reordering moves $O(N_{\rm orb}^4)$ words and multiplication costs $O(N_{\rm orb}^6)$ flops, where $N_{\rm orb}=o+v$. If $o$ and $v$ grow together, the compute-bound ratio falls as $1/N_{\rm orb}^2$. If only the basis grows, both costs scale as $v^4$ and the compute-bound ratio stays put.

For the ring, reordering moves $(2+2+3)o^2v^2$ words. In the compute-bound regime,

$$\rho_{\rm ring}=\frac{56\,o^2v^2/W}{2o^3v^3/P}=\frac{28b}{ov}. \tag{8}$$

In this regime a larger basis does reduce the relative cost.

The threshold (7) depends on the assumptions. If transfer and arithmetic did not overlap at all, their times would add:

$$\rho_{\rm pp}=\frac{16/W}{2o^2/P+8(1+\delta)/W}=\frac{2}{o^2/(4b)+1+\delta}.$$

This equals one at $o^2=4b(1-\delta)$, so the threshold drops to about $\sqrt{4b}$. In the other direction, a processor that loads each destination word before overwriting it moves three words per copied element. With overlap, the threshold then rises to $\sqrt{12b}$.

## A worked estimate

Take $P=100$ Gflop/s, $W=10$ GB/s and a cache of 1 MiB. Then $b=10$ flop/byte and $S=2^{20}/8=131072$ words. Let $v=100$, so the integrals occupy $8\times100^4$ bytes $=0.8$ GB.

For $o=5$, the tile has $n=25$ columns. The capacity condition gives $m=\lfloor(131072-50)/27\rfloor=4852$, so the $10^4$ rows need three strips. Equation (5) gives $\delta=(25/10^4)(2+3)=0.0125$ and

$$I_{\rm pp}=\frac{6.25}{1.0125}=6.17\ \text{flop/byte}.$$

This is below $b$, so memory sets the time. The product moves $0.8\times1.0125=0.81$ GB in 81 ms, while its 5 Gflop of arithmetic would take 50 ms. Reordering moves 1.6 GB in 160 ms, and the ratio is $160/81=1.98$. The same steps for other $o$ give:

| $o$ | $I_{\rm pp}$ (flop/byte) | multiply (ms) | reorder (ms) | $\rho_{\rm pp}$ |
|---:|---:|---:|---:|---:|
| 2 | 1.00 | 80 | 160 | 2.00 |
| 5 | 6.17 | 81 | 160 | 1.98 |
| 8 | 15.2 | 128 | 160 | 1.25 |
| 9 | 18.9 | 162 | 160 | 0.99 |
| 20 | 43.1 | 800 | 160 | 0.20 |

The change of order between $o=8$ and $o=9$ agrees with $\sqrt{80}=8.94$. At $o=8$, raising $v$ to 200 leaves the ratio at 1.25. Going from $(o,v)=(10,100)$ to $(20,200)$ lowers it from 0.80 to 0.20.

At $o=20$ the cache correction is no longer small. There $m=324$, which requires 31 strips, and $\delta=0.04\times33=1.32$. The intensity is $100/2.32=43.1$ flop/byte instead of 100. It still exceeds $b$, so the time is unaffected.

For the ring at $o=5$, each matrix has $500^2$ words, more than the cache holds. One input is read twice, which makes four array transfers instead of three, and the intensity is 31 flop/byte instead of the one-pass value $500/12=42$. The product is compute-bound and takes 2.5 ms, against 1.4 ms for reordering, a ratio of 0.56. Doubling $v$ halves this to 0.28. At $o=2$, $v=100$ the ratio is 1.4, but the three matrices then total 120000 words and nearly fill the cache. Some data may stay there between steps, so the assumption that every array starts in memory is doubtful in that case.

## Removing the copy

The integrals do not change between iterations. If they are reordered once and stored, the cost is shared: over ten iterations, the ratio at $o=5$ falls from 1.98 to 0.20 per iteration.

The copy can also be avoided. For fixed $a$ and $c$, the stored integrals form a $v\times v$ matrix in $b,d$, which can multiply the slice $t_{ij}^{cd}$ and be accumulated into $R_{ij}^{ab}$. Each small product has dimensions $v$, $v$ and $o^2$. If nothing stays in cache between products, equation (1) gives

$$I=\frac{1/4}{1/o^2+3/v}=\frac{o^2}{4}\,\frac{1}{1+3o^2/v}.$$

The correction is now of order $o^2/v$ instead of $o^2/v^2$. The total traffic is $v^4(1+3o^2/v)$ words, against about $3v^4$ for copying and then multiplying. With nothing kept in cache, the small products move less data when $o^2<2v/3$, approximately. This is the pessimistic case. If $a$ is the outer loop and the cache holds the slices of $R$, $t$ and the integrals together, about $2o^2v+v^2$ words, then the slice of $R$ stays in cache while $c$ runs. The traffic drops to $v^4(1+o^2/v+2o^2/v^2)$ words and the condition relaxes to about $o^2<2v$. In the worked example at $o=9$ this is $1.83v^4$ words, against $3.07v^4$ for copying and then multiplying. Whether they are faster also depends on how well the multiplication routine handles small matrices.

## What real timings add

The particle ladder was timed at $v=56$ with NumPy's matrix product, taking the best of five runs after a warm-up. At $o=1$ the amplitudes form a single row, so NumPy calls a matrix-vector routine. At $o=4$ and $o=12$ it calls a matrix-matrix routine. Such times belong to one machine and vary between runs. Reordering took 19 ms. Multiplication took 7, 29 and 66 ms for $o=1$, 4 and 12, giving ratios of 2.7, 0.65 and 0.29.

At $o=1$ reordering dominates, and the ratio exceeds the ideal value of 2. Loading the destination before writing would allow a ratio up to about 3; that this is the cause here is a conjecture.

The result at $o=4$ departs from the model. Between $o=4$ and $o=12$ the work grows ninefold, but the time grows only 2.3-fold. From $F=2o^2v^4$, the achieved rates are about 11 and 43 Gflop/s. At $o=4$ the integrals are also read at only about 2.7 GB/s, compared with 11 GB/s at $o=1$. The narrow product therefore reaches neither rate seen in the other two runs. One possible cause, not tested here, is overhead in the matrix-matrix routine when one matrix has only 16 columns. The run at $o=1$ uses a different routine, so its 11 GB/s does not show what this one can reach.

Equation (6) assumes that one of the two limits is attained. It also assumes that the copy runs at the full bandwidth $W$. Where the multiplication attains neither limit, it is slower than estimated, which lowers the ratio at that $o$. The rates seen here, 43 Gflop/s and 11 GB/s, suggest $b\approx3.8$ and $\sqrt{8b}\approx5.5$. The model then gives a ratio of 1.9 at $o=4$, whereas 0.65 was measured, so rule (7) fails at that point. Values of $o$ near 5.5 were not timed, so the timings do not show how far the threshold moves. A copy slower than $W$ raises the threshold. So does a copy that moves more than two words per element. At the 11 GB/s seen at $o=1$, moving $16\times56^4$ bytes would take about 14 ms, but the copy took 19 ms. The timings do not show which of the two causes is responsible. The copy is thus slower than the model assumes, and at $o=4$ so is the multiplication.
